# Stable linear-time sweeps for the Poisson integrals in a muffin-tin sphere

## A density that can be integrated by hand

Take a sphere of radius $R$ and one angular component of an electron density, $\rho(r)Y_{lm}$, with $\rho(r)=r^l$. Hartree atomic units are used throughout, and $V$ is the potential energy of an electron, so that electronic charge gives a positive $V$. The amplitude of the density is one atomic unit. Let the potential vanish at $R$. Two integrals are needed:

$$Q(r)=\int_0^r s^{l+2}\rho\,ds=\frac{r^{2l+3}}{2l+3},\qquad P(r)=\int_r^R s^{1-l}\rho\,ds=\frac{R^2-r^2}{2}.$$

The potential, by a formula derived below, is

$$V=\frac{4\pi}{2l+1}\left[\frac{Q(r)}{r^{l+1}}+r^lP(r)-r^l\frac{Q(R)}{R^{2l+1}}\right].$$

The three terms in the bracket are $r^{l+2}/(2l+3)$, $r^l(R^2-r^2)/2$ and $-r^lR^2/(2l+3)$. Their sum is

$$r^l(R^2-r^2)\left[\frac12-\frac1{2l+3}\right]=r^l(R^2-r^2)\frac{2l+1}{2(2l+3)},$$

and therefore $V=2\pi r^l(R^2-r^2)/(2l+3)$. Nothing is singular at the origin.

Now suppose that $Q(r)$ is obtained as $Q(R)$ minus the part outside $r$. With $l=4$, $R=1$ and $r=10^{-5}$, the true value is $10^{-55}/11$, while the two numbers subtracted are both close to $1/11$. Double-precision numbers there are spaced by $2^{-56}\approx1.4\times10^{-17}$. One unit of spacing left over, divided by $r^5=10^{-25}$, gives $1.4\times10^{8}$ in the bracket, or $1.9\times10^{8}$ hartree in $V$ after the factor $4\pi/9$. The true potential is about $6\times10^{-21}$ hartree.

The factor $r^{-(l+1)}$ has magnified an absolute error inherited from large radii. If $Q$ is instead built up from the origin, its errors are small in proportion to $Q(r)$ itself, and the same factor does no harm.

## The boundary-value problem

For a general density the coefficient $V(r)$ obeys

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{dV}{dr}\right)-\frac{l(l+1)}{r^2}V=-4\pi\rho,\qquad V(R)=v_R. \tag{1}$$

Define the scaled integrals

$$A(r)=r^{-(l+1)}\int_0^r s^{l+2}\rho\,ds,\qquad B(r)=r^l\int_r^R s^{1-l}\rho\,ds. \tag{2}$$

Differentiating the prefactors and the limits gives

$$A'=-\frac{l+1}{r}A+r\rho,\qquad B'=\frac lrB-r\rho.$$

The density terms cancel in the sum, so $r^2(A+B)'=-(l+1)rA+lrB$. A second differentiation gives

$$\begin{aligned}
[r^2(A+B)']'&=-(l+1)(A+rA')+l(B+rB')\\
&=-(l+1)(-lA+r^2\rho)+l\,[(l+1)B-r^2\rho]\\
&=l(l+1)(A+B)-(2l+1)r^2\rho .
\end{aligned}$$

Dividing by $r^2$ shows that $4\pi(A+B)/(2l+1)$ satisfies the differential equation. The homogeneous solutions are $r^l$ and $r^{-(l+1)}$, and regularity at the origin excludes the second. Since $B(R)=0$, the boundary value fixes the coefficient of $r^l$:

$$V(r)=\frac{4\pi}{2l+1}\left[A(r)+B(r)-\left(\frac rR\right)^lA(R)\right]+v_R\left(\frac rR\right)^l. \tag{3}$$

Here $\rho$ is the electronic part alone. For $l=0$ a nucleus of charge $Z$ adds $-\sqrt{4\pi}\,Z(1/r-1/R)$ to the coefficient: $Y_{00}=1/\sqrt{4\pi}$ turns this into $-Z/r$ plus a constant, and the sum vanishes at $R$. The value $v_R$ then refers to the total potential.

In the Weinert pseudo-charge method, $v_R$ comes from outside the sphere. Beyond $R$, the sphere's own charge acts through its multipole moment

$$q=\int_0^R s^{l+2}\rho\,ds=R^{l+1}A(R), \tag{4}$$

because for $r>R$ its potential is $4\pi q/[(2l+1)r^{l+1}]$. The true charge may therefore be replaced by a smooth one with the same moments, for which the Poisson equation is solved with plane waves. For $l=0$ the nuclear contribution $-Z/\sqrt{4\pi}$ is added to $q$. The resulting interstitial potential, evaluated on the sphere, supplies $v_R$. Thus $A$ must be known before the pseudo-charge can be built, and (3) is evaluated afterwards.

## Two recursions

Use a logarithmic mesh $r_i=r_1e^{(i-1)h}$, $i=1,\dots,N$, with $r_N=R$. Put $x=\ln r$ and $g=r^2\rho$. Because $ds=s\,dx$,

$$s^{l+2}\rho\,ds=s^{l+1}g\,dx,\qquad s^{1-l}\rho\,ds=s^{-l}g\,dx.$$

Split the integral for $A_{i+1}$ at $r_i$. The part inside $r_i$ is $r_i^{l+1}A_i$, and division by $r_{i+1}^{l+1}$ leaves a factor $e^{-(l+1)h}$. The integral for $B_i$ is split at $r_{i+1}$ in the same way. The results are

$$A_{i+1}=e^{-(l+1)h}A_i+\int_{x_i}^{x_{i+1}}\left(\frac{s}{r_{i+1}}\right)^{l+1}g\,dx, \tag{5}$$

$$B_i=e^{-lh}B_{i+1}+\int_{x_i}^{x_{i+1}}\left(\frac{r_i}{s}\right)^{l}g\,dx,\qquad B_N=0. \tag{6}$$

No growing power of $r$ appears: every kernel and every propagation factor is at most one. With a fixed number of operations per cell, the whole calculation costs $O(N)$ for each $lm$. Evaluating both integrals afresh at every node would visit $N-1$ cells per node and cost $O(N^2)$.

### Propagation of errors

Let $\varepsilon_j$ be the error committed when $A_j$ is formed, including that of its cell integral. Repeated use of (5) gives the accumulated error

$$\delta A_i=\sum_{j\le i}\left(\frac{r_j}{r_i}\right)^{l+1}\varepsilon_j. \tag{7}$$

An error made near the origin is therefore damped on its way out. For the inward sweep the factor is $(r_i/r_j)^l$ with $r_j\ge r_i$. It damps for $l>0$; for $l=0$ it equals one, and errors add without being magnified.

If $\rho\ge0$, a relative statement follows. The exact $A_i$ is a sum of non-negative cell terms with the same weights as in (7). If each computed term has a relative error of at most $\kappa$, so has the sum. A small $\kappa$ requires a mesh that resolves the density: with the cubic rule and the mesh used below, the tail of a steep density such as $e^{-160r}$ ($l=0$) gives negative cell integrals beyond $r\approx1.1$ bohr, and the assumption fails for those cells. Rounding in the recursion adds a relative error of at most order $Nu$, where $u\approx10^{-16}$ is the unit roundoff, since each term passes through at most $N$ steps. The condition $\rho\ge0$ is guaranteed only for $l=0$; components with $l>0$ of a real density may have either sign and may change sign with $r$. When $\rho$ changes sign, these errors are relative to the integral of $|\rho|$, and cancellation between positive and negative charge can make them larger relative to $A$.

## A quadrature rule for one cell

For a non-relativistic density we may write $\rho=r^lf(r)$ with $f$ finite at the origin. Orbital components behave as $r^{l'}$ and $r^{l''}$, and their product, which behaves as $r^{l'+l''}$, can contribute to $l$ only when $l'+l''\ge l$, so it is $r^l$ times a non-negative power of $r$. A nuclear cusp is allowed, as it appears as a term linear in $r$ in $f$.

The steep factor in $g=e^{(l+2)x}f$ is then known, and $f$ alone needs interpolation. In an interior cell let $t=x-x_i$ and use the nodes $t_k=kh$ with $k=-1,0,1,2$. The cubic Lagrange polynomials are

$$L_k(t)=\prod_{j\ne k}\frac{t-jh}{(k-j)h}.$$

Interpolating $f$ and restoring the power gives

$$g(x_i+t)\approx\sum_k g_{i+k}\,e^{(l+2)(t-kh)}L_k(t).$$

Inserted in (5) and (6), this yields the cell integrals $\sum_k a_kg_{i+k}$ and $\sum_k b_kg_{i+k}$, with

$$a_k=\int_0^h e^{-(l+1)(h-t)}e^{(l+2)(t-kh)}L_k\,dt,$$
$$b_k=\int_0^h e^{-lt}e^{(l+2)(t-kh)}L_k\,dt.$$

The weights do not depend on $i$. They are computed once for each $l$, here by 12-point Gauss–Legendre quadrature. The first cell of the mesh uses $k=0,1,2,3$ and the last uses $k=-2,-1,0,1$.

### Starting value

The interval from $0$ to $r_1$ is closed with $f$ constant, which gives

$$A_1=\frac{r_1^2\rho(r_1)}{2l+3}. \tag{8}$$

To see the error, take $f=e^{-\alpha r}\approx1-\alpha r$. The integral (2) is $r_1^{l+2}[1/(2l+3)-\alpha r_1/(2l+4)]$, while (8) gives $r_1^{l+2}(1-\alpha r_1)/(2l+3)$. The deficit is

$$r_1^{l+2}\alpha r_1\left[\frac1{2l+3}-\frac1{2l+4}\right]=\frac{r_1^{l+2}\,\alpha r_1}{(2l+3)(2l+4)},$$

or a fraction $\alpha r_1/(2l+4)$ of $A_1$ to leading order. By (7) this absolute error falls as $r^{-(l+1)}$ while $A$ grows as $r^{l+2}$ near the origin, so the relative error falls as $(r_1/r)^{2l+3}$.

If the density starts as $r^p$ with $p\ne l$, as a scalar-relativistic density may, the denominator in (8) becomes $l+p+3$, and the fitted exponent $l+2$ becomes $p+2$.

### Discretization error

Let $D=r\,d/dr=d/dx$. The interpolation error of $f$ in an interior cell is, to leading order,

$$\frac{D^4f}{24}(t+h)\,t\,(t-h)(t-2h).$$

With $t=h(\tfrac12+z)$ the product becomes $h^4(z^2-\tfrac94)(z^2-\tfrac14)$, and

$$\int_{-1/2}^{1/2}\left(z^4-\frac52z^2+\frac9{16}\right)dz=\frac1{80}-\frac5{24}+\frac9{16}=\frac{11}{30}.$$

Each cell thus contributes $(11/720)h^5D^4f$ times the slowly varying kernel. Replacing $h$ times the sum over cells by an integral gives the exact minus the numerical value,

$$A-A_{\rm num}\approx\frac{11}{720}h^4\,r^{-(l+1)}\int_0^r s^{2l+2}D^4f\,ds. \tag{9}$$

This holds away from the last cell, whose one-sided stencil has a different error constant, and provided that $D^4f$ is small in the first cell. It counts the cell integrals only. The starting error of (8) adds to it and dominates close to $r_1$, until its decay as $(r_1/r)^{2l+3}$ has removed it.

For $f=e^{-y}$ with $y=\alpha r$, four applications of $D$ give

$$D^4f=(-y+7y^2-6y^3+y^4)e^{-y}.$$

Near the origin this tends to $-\alpha r$. The integral in (9) is then $-\alpha r^{2l+4}/(2l+4)$, and with $A\approx r^{l+2}/(2l+3)$ the relative error is

$$-\frac{11}{720}h^4\alpha r\,\frac{2l+3}{2l+4},$$

so this part of the error is proportional to $r$. If $g$ itself were interpolated by a cubic, then near the origin, where $g\propto e^{(l+2)x}$, $D^4g\approx(l+2)^4g$ would leave a constant relative error $(11/720)[(l+2)h]^4$. The plain cubic therefore also keeps the relative error bounded there, but that error grows as $(l+2)^4$.

## Noise in the density

A density produced by a computer program need not follow $r^l$ down to the first node. Let it carry an error bounded by $\eta$. Integrating the bound in (2) gives

$$|\delta A|\le\frac{\eta r^2}{l+3},\qquad |\delta B|\le\frac{\eta r^2}{l-2}\left[1-\left(\frac rR\right)^{l-2}\right]\quad(l>2).$$

For $l=0,1,2$ the bounds on $\delta B$ are $\eta(R^2-r^2)/2$, $\eta r(R-r)$ and $\eta r^2\ln(R/r)$. None diverges at the origin, so the Poisson problem itself does not amplify such noise in absolute terms. These are bounds for the continuous integrals; cubic interpolation can exceed them somewhat, because its weights have mixed signs.

The relative error is another matter. For $l>2$ the true $V$ falls as $r^l$ and the noise contribution as $r^2$, so sufficiently close to the nucleus the noise dominates a very small potential. No order of summation can restore information that the density lacks.

## Worked example

Take $\rho=r^4e^{-\alpha r}$ with unit amplitude, $l=4$, $\alpha=3$ bohr$^{-1}$, $R=2.2$ bohr, $v_R=0.05$ hartree, $r_1=10^{-5}$ bohr and $N=801$. The step is $h=\ln(2.2\times10^5)/800=0.015377$. The two sweeps and (3) give, in hartree:

| $r$ (bohr) | $A$ | $B$ | $V$ |
|---|---|---|---|
| $1.000\times10^{-5}$ | $9.0906\times10^{-32}$ | $1.0996\times10^{-21}$ | $1.5395\times10^{-21}$ |
| 0.10003 | $6.9197\times10^{-8}$ | $1.0599\times10^{-5}$ | $1.4937\times10^{-5}$ |
| 1.00425 | 0.0060731 | 0.0211236 | 0.0383960 |
| 2.20000 | 0.0288440 | 0 | 0.0500000 |

At $r=1.00425$ bohr, $(r/R)^4=0.0434187$, and (3) reads

$$V=\frac{4\pi}{9}\,(0.0060731+0.0211236-0.0012524)+0.0021709=0.0383960.$$

The moment is $q=R^5A(R)=1.486515$ bohr$^4$. It differs from high-precision quadrature of (4) by a fraction $9\times10^{-8}$.

At $r=1.00425$ bohr the exact minus the numerical $A$ is $-8.570\times10^{-11}$ hartree, where the exact value is again a high-precision quadrature. Formula (9) gives $-8.574\times10^{-11}$. Halving $h$ reduces the error by a factor of 15.99, close to the $2^4=16$ of a fourth-order rule.

At $r=9.925\times10^{-4}$ bohr the relative error of $A$ is $-2.3\times10^{-12}$, in agreement with the near-origin estimate. Plain cubic interpolation of $g$ gives $1.104\times10^{-6}$, against the estimate $(11/720)(6h)^4=1.107\times10^{-6}$. At the first node the closure (8) is low by the fraction $3\times10^{-5}/12=2.5\times10^{-6}$.

The differential equation can also be solved without the integrals. Setting $V=r^lw$ in (1) gives, with $f=e^{-\alpha r}$,

$$w''+\frac{2l+2}{r}w'=-4\pi f,\qquad w(R)=\frac{v_R}{R^l},$$

which was solved by collocation with 30 Chebyshev polynomials. For densities $r^le^{-\alpha r}$ and the same $v_R$, the largest relative difference in $V$ over all nodes is $6\times10^{-9}$ for $l=0$, $6\times10^{-8}$ for $l=4$ and $1.6\times10^{-7}$ for $l=8$.

## What the wrong direction does

Use the same cell integrals, but form the inner moment at $r_1$ as the total minus an inward sum. The resulting errors in $V(r_1)$ are:

| $l$ | true $Q(r_1)/q$ | error$/q$ | error of $V$ (hartree) |
|---|---|---|---|
| 2 | $8.9\times10^{-36}$ | $1.7\times10^{-16}$ | $7.0\times10^{-2}$ |
| 4 | $6.1\times10^{-57}$ | $3.0\times10^{-16}$ | $6.2\times10^{9}$ |
| 6 | $3.2\times10^{-78}$ | $1.7\times10^{-16}$ | $3.4\times10^{20}$ |
| 8 | $1.6\times10^{-99}$ | $1.6\times10^{-99}$ | $3.9\times10^{-52}$ |

For $l=4$ the third column, multiplied by $4\pi q/(9r_1^5)$, gives the fourth. The entries of the third column are rounding residues, so their digits depend on how the cell integrals and the sums are coded. The row for $l=8$ looks harmless but is an accident of rounding: the two sums agreed to the last bit and their difference was zero. The inner moment was then lost entirely, with an error equal to its true value. A small error at one $l$ is thus no evidence that the subtraction is safe.

Nor is the damage confined to the first few nodes. For $l=4$, a residue of $3\times10^{-16}q$ equals the true inner moment, roughly $r^{11}/11$, at $r\approx0.05$ bohr. If the residue keeps this size, the subtracted moment has no correct digit inside that radius.

The outer integral has a mirror-image problem. When $\rho=r^lf$, its integrand is $sf$, and forming it as a total minus an outward sum leaves only a small absolute error. A density floor changes this. Add $\eta=10^{-12}$ bohr$^{-3}$ to the model density with $l=8$. The total is then dominated by

$$\eta\int_{r_1}^R s^{-7}ds\approx\frac{\eta}{6r_1^6}=1.67\times10^{17},$$

where neighbouring double-precision numbers are 32 apart. The part outside $r=1.00425$ bohr, which is $B/r^8\approx0.02$, cannot be resolved. The subtraction returns $B=0$, whereas the inward sweep gives 0.021485 hartree, in agreement with high-precision quadrature to the digits shown.

## Order of operations

1. For each $l$, compute the weights $a_k$ and $b_k$, including those of the two end cells.
2. For each $lm$, form $g=r^2\rho$, start from (8), and sweep outward with (5).
3. Obtain $q$ from (4), add the nuclear term for $l=0$, construct the pseudo-charge, and solve for the interstitial potential and hence $v_R$.
4. Sweep inward with (6), which may also be done before step 3, and assemble $V$ from (3).

On a mesh that is not logarithmic, the propagation factors become $(r_i/r_{i+1})^{l+1}$ and $(r_i/r_{i+1})^l$, and the weights vary from cell to cell. The damping in (7) is unchanged, since it depends only on the ratio of the radii.
